Why PAW one-centre energies need no mesh derivative in force constants

**Q:** In PAW, every atom carries a radial mesh on which its one-centre energies are integrated. When the atom moves, the mesh moves. Surely a force must then contain the derivative of those integrals with respect to the mesh position?

**A:** Let us write down what is integrated. I use atomic units and real orbitals. Smooth orbitals ψ̃_n with occupation f define, for an atom at R with projectors p_i,

ρ_ij = Σ_n f <ψ̃_n|p_i><p_j|ψ̃_n>.

With partial waves φ_i and smooth partners φ̃_i, the one-centre densities are

n¹(r) = Σ_ij ρ_ij φ_i(r−R) φ_j(r−R),
ñ¹(r) = Σ_ij ρ_ij φ̃_i(r−R) φ̃_j(r−R).

The smooth waves lack the charge q_ij = ∫(φ_iφ_j − φ̃_iφ̃_j), so a compensation charge Q g(r−R) is added, with Q = Σ_ij q_ij ρ_ij and ∫g = 1. Higher multipoles would enter in the same way, each with its own constant coefficients. Counting electronic charge as positive, let the ion have charge density −Zζ(r−R), replaced by −Zg(r−R) in the smooth description, and define

a = n¹ − Zζ,  b = ñ¹ + (Q−Z)g.

The total energy is E = Ẽ + Σ_atoms ΔE, where Ẽ is evaluated on the common grid and

ΔE = Σ_ij t_ij ρ_ij + ½∬[a(r)a(r') − b(r)b(r')] K(r−r') dr dr' + ∫[e(n¹) − e(ñ¹)] dr,
t_ij = ½∫(∇φ_i·∇φ_j − ∇φ̃_i·∇φ̃_j).

All integrals run over the augmentation region Ω_R around R. K is an even pair interaction and e(n) a local exchange-correlation energy density. The core is frozen; in ΔE a core density inside e would be one more fixed function of r−R.

Now put r = R+u and r' = R+u'. The volume element is unchanged, Ω_R becomes a fixed region Ω, every density becomes a function of u with coefficients ρ_ij, and K(r−r') = K(u−u'). R has disappeared:

ΔE = ΔE(ρ), with coefficients independent of R.

This also holds for the discretized integrals. Mesh points R+u_g with constant weights give sums over u_g, so even the quadrature error is a function of ρ alone.

**Q:** A change of variables can hide a derivative. Show me the terms in the laboratory frame, at fixed ρ.

**A:** There are two: the density moves through the region, and the boundary of the region moves. For an integral of a single function F(r−R),

∂/∂R ∫_{Ω_R} F(r−R) dr = −∫_Ω ∇F du + ∮ F dS = 0

by the divergence theorem. This covers the kinetic term and the local term, for which ∇e(n) = v(n)∇n with v = de/dn.

The pair term needs more care. Let V_a(u) = ∫K(u−u')a(u')du'. Moving both densities gives two equal contributions, because K is even, and they cancel the factor ½:

density term = −∫ V_a ∇a du.

Moving the boundary of both integrations likewise gives

boundary term = ∮ V_a a dS = ∫ ∇(V_a a) du.

Their sum is

∫ a ∇V_a du = ∬ a(u) ∇K(u−u') a(u') du du' = 0,

since ∇K is odd and exchanging u with u' reverses the sign. Physically, a charge distribution exerts no net force on itself. The same argument applies to b.

**Q:** Are these terms ever nonzero separately? If not, the cancellation is empty.

**A:** They are nonzero in a model that I will use throughout. It is a one-dimensional mean-field PAW model with round parameters, representing no real material. Two equal atoms sit at 4.1 and 7.3 bohr (A and B) in a periodic cell of 12 bohr, with four electrons, Z = 3, f = 2 and 29 real plane waves. The interaction is K(x) = exp(−x²/2) hartree, with x in bohr, and e(n) = −0.3 n²/(1+n). With s = u/(1.2 bohr) and |s| < 1, the waves are

φ̃_1 = 1 − 0.4s²,  φ_1 = φ̃_1 + 0.3(1−s²)³,
φ̃_2 = s(1−0.3s²),  φ_2 = φ̃_2 + 0.6s(1−s²)³.

The projectors are proportional to (1−s²)³φ̃_i, scaled so that <p_i|φ̃_j> = δ_ij. The normalized shapes are g ∝ (1−s²)³ and ζ ∝ (1−s²)⁸. The atom-centred quadrature plays the part of the radial mesh.

In the ground state, atom A has ρ_11 = 0.7597, ρ_12 = 0.0012 and ρ_22 = 0.0123. At these fixed values the gradients, in hartree/bohr, are

full one-centre energy: density +0.000886, boundary −0.000886;
smooth one-centre energy: density +0.001013, boundary −0.001013.

Each pair sums to zero within rounding. The terms are small because they need an uneven density: with ρ_12 = 0 all the densities would be even in u, and each term would vanish by parity.

Keeping the density terms alone would add 0.000886 − 0.001013 = −0.000127 hartree/bohr to the gradient of ΔE, hence a false force of +0.000127 hartree/bohr. That is 0.8% of the total force on A, which is 0.01606 hartree/bohr. This net remainder is a feature of the model. On the boundary a = b and the kinetic and local integrands of the two energies coincide, so the boundary terms of ΔE reduce to ∮(V_a − V_b) a dS. With a Coulomb interaction and all multipoles of a − b compensated, V_a = V_b on the boundary and the remainder vanishes, although the full and smooth terms can still be nonzero separately.

**Q:** Which assumption would I have to break to make R reappear?

**A:** I can name three.

First, put a position-dependent external potential into the one-centre energy. The term ∫n¹(u)v_ext(R+u)du has the explicit derivative ∫n¹∇v_ext. For v_ext = cx²/2 with c = 0.1 hartree/bohr², the density and boundary terms for atom A then add up to 0.7947 hartree/bohr, in agreement with a finite difference. In ΔE the corresponding smooth term ∫(ñ¹ + Qg)∇v_ext must be subtracted. For this quadratic potential the monopole parts cancel, and what is left is c∫u(n¹ − ñ¹)du, the uncompensated dipole times c, far smaller than 0.7947. In general the difference need not vanish.

Second, let the one-centre term of one atom contain the charge of another. Then K(R−R'+u−u') appears, and R−R' does not drop out. The theorem needs one-centre terms built from their own site's charges.

Third, leave the mesh fixed in space while the atom moves. The integral is still independent of R, but its quadrature error is not. For the local-energy part of ΔE, the ripple as the atom slides across one mesh spacing is 1.4×10⁻⁴, 8.0×10⁻⁶ and 4.9×10⁻⁷ hartree for spacings of 0.4, 0.2 and 0.1 bohr. It falls by about 17 per halving. This fits a fourth-power law, as expected from the Euler–Maclaurin formula when the integrand vanishes as the third power of the distance to the boundary, as it does here.

I also assume that the partial waves, projectors, shapes and mesh translate without rotating.

**Q:** Granted. But ρ_ij itself changes when the atom moves. What replaces the mesh derivative?

**A:** The chain rule with constant functions of ρ. Vary ρ by δρ. Then δa = Σδρ_ij φ_iφ_j and δb = Σδρ_ij(φ̃_iφ̃_j + q_ij g). The factor ½ in the pair energy cancels as before, and the coefficient of δρ_ij is

D¹_ij = ∂ΔE/∂ρ_ij
 = t_ij + ∫φ_iφ_j[V_a + v(n¹)] − ∫φ̃_iφ̃_j[V_b + v(ñ¹)] − q_ij∫g V_b.

A further change η of ρ changes D¹ by κη, with κ_ij,kl = ∂²ΔE/∂ρ_ij∂ρ_kl. Write δn¹, δñ¹ and δQ for the changes due to η, K∗ for integration with K over Ω, and k = dv/dn. Then

(κη)_ij = ∫φ_iφ_j[K∗δn¹ + k(n¹)δn¹]
 − ∫φ̃_iφ̃_j[K∗(δñ¹ + δQ g) + k(ñ¹)δñ¹]
 − q_ij∫g K∗(δñ¹ + δQ g).

D¹ and κ are evaluated on the mesh, and no mesh point is differentiated. Let a prime denote the total derivative with respect to X, one coordinate of the displaced atom, with orbitals relaxed. Then, for each atom,

ΔE' = Σ D¹_ij ρ'_ij,
ΔE'' = Σ D¹_ij ρ''_ij + Σ ρ'_ij κ_ij,kl ρ'_kl.

For displacements X and Y the second line becomes Σ D¹_ij ∂²ρ_ij/∂X∂Y + Σ(∂ρ_ij/∂X)κ_ij,kl(∂ρ_kl/∂Y), with total derivatives of ρ.

When A moves in the model, ΔE' = 0.005716 hartree/bohr and ΔE'' = 0.00903 hartree/bohr², both matching finite differences of ΔE. Here ρ' comes from the linear response derived below, while ρ'' is itself a finite difference of ρ along the path. Atom B has the same values although its mesh stays at rest. The two atoms are mirror images and only their separation matters, so ΔE_A = ΔE_B along the path.

**Q:** ρ' contains the response of the orbitals. A force should not need that.

**A:** It drops out of the total energy, not out of ΔE separately. Expand the orbitals in plane waves, with coefficient columns c_n collected in C, and let P = f CCᵀ. Let β_i be the column of overlaps between the plane waves and p_i. Then

ρ_ij = β_iᵀPβ_j,  S = 1 + Σ_atoms Σ_ij β_i q_ij β_jᵀ,
Hc_n = ε_n S c_n,  c_mᵀSc_n = δ_mn,

where H = ∂E/∂P. Write ∂_X for the derivative at fixed P. The basis does not move, so

E' = ∂_X E + Tr(HP').

Since P' = f(C'Cᵀ + CC'ᵀ) and H is symmetric,

Tr(HP') = 2f Σ_n c_nᵀHc'_n = 2f Σ_n ε_n c_nᵀSc'_n.

Differentiating c_nᵀSc_n = 1 gives 2c_nᵀSc'_n = −c_nᵀ(∂_XS)c_n. Therefore

Tr(HP') = −Tr(W ∂_XS),  W = f Σ_n ε_n c_nc_nᵀ = PHP/f.

The last equality follows from CᵀHC being the diagonal matrix of the ε_n. Fixed, equal occupations are assumed here.

**Q:** And ∂_X E? The compensation charge sits on the common grid, and it moves too.

**A:** It does, and its derivative must be kept. It belongs to Ẽ, about which the theorem says nothing. With T the kinetic matrix and ñ the smooth density,

Ẽ = Tr(TP) + ½∬τKτ + ∫e(ñ),  τ = ñ + Σ_atoms(Q−Z)g.

Let ṽ be the potential of τ and λ = ∫ṽg. This Ẽ contains no smooth core density. A smooth core ñ_c inside e on the common grid would move with its atom and add ∫v(ñ+ñ_c) ∂_Xñ_c to the gradient, with matching terms in H' and E''; the formulas below leave these out. At fixed P, ñ is fixed, and only the moved atom's ρ and g change:

∂_X E = Σ D_ij ∂_Xρ_ij + (Q−Z)∫ṽ ∂_Xg,  D_ij = D¹_ij + λq_ij,
∂_Xρ_ij = (∂_Xβ_i)ᵀPβ_j + β_iᵀP(∂_Xβ_j).

The force is −E'. Its one-centre part is −ΣD¹_ij ∂_Xρ_ij = −0.00461 hartree/bohr for atom A. The remaining terms supply 0.01606 + 0.00461 = 0.02067 hartree/bohr, and the total, 0.01606 hartree/bohr, pulls A towards B. It agrees with the finite difference of the self-consistent energy.

By contrast, the fully relaxed derivatives of both one-centre energies would give −2×0.005716 = −0.01143 hartree/bohr. The difference is the orbital response, which stationarity lets us replace, together with that of Ẽ, by the term in W.

**Q:** For force constants you must differentiate again. Does the mesh return at second order?

**A:** No, because D¹ changes through ρ alone: (D¹)' = κρ'. Differentiating E' term by term for the same displacement gives

E'' = Σ D'_ij ∂_Xρ_ij + Σ D_ij(∂_Xρ_ij)'
 + (Q−Z)∫[ṽ'∂_Xg + ṽ∂_X²g] + Q'∫ṽ∂_Xg
 − Tr(W'∂_XS) − Tr(W∂_X²S),

with

D'_ij = (κρ')_ij + λ'q_ij,  λ' = ∫(ṽ'g + ṽ∂_Xg),
(∂_Xρ_ij)' = (∂_X²β_i)ᵀPβ_j + 2(∂_Xβ_i)ᵀP(∂_Xβ_j) + β_iᵀP(∂_X²β_j)
 + (∂_Xβ_i)ᵀP'β_j + β_iᵀP'(∂_Xβ_j),
W' = (P'HP + PH'P + PHP')/f.

The one-centre contribution is Σ(κρ')_ij ∂_Xρ_ij + ΣD¹_ij(∂_Xρ_ij)'. Derivatives fall on projectors and orbitals, never on the atom-centred mesh.

**Q:** Where do P' and H' come from?

**A:** From the Sternheimer equation. Differentiating Hc_n = ε_nSc_n gives

(H−ε_nS)c'_n = −(H' − ε'_nS − ε_n∂_XS)c_n.

Multiply by c_vᵀ for an empty state v. The left side becomes (ε_v−ε_n)c_vᵀSc'_n, and the ε'_n term vanishes by orthogonality:

U_vn = c_vᵀSc'_n = c_vᵀ(H' − ε_n∂_XS)c_n/(ε_n−ε_v).

Within the occupied space, orthonormality fixes the symmetric part of the change, which is all that P' needs:

c'_n = Σ_v c_vU_vn − ½Σ_m c_m[c_mᵀ(∂_XS)c_n],  m occupied.

A change δP alters ñ, which enters through τ and e, and alters ρ_ij by β_iᵀδPβ_j, which enters through Q and ΔE. Hence H = T + [ṽ + v(ñ)] + Σ_atoms Σ_ij β_iD_ijβ_jᵀ. Its total derivative, the first-order Hamiltonian, is

H' = [ṽ' + k(ñ)ñ'] + Σ_atoms Σ_ij β_iD'_ijβ_jᵀ
 + Σ_ij D_ij[(∂_Xβ_i)β_jᵀ + β_i(∂_Xβ_j)ᵀ],

where the first bracket stands for the plane-wave matrix of that potential and the last sum covers the moved atom. For an atom at rest, λ' = ∫ṽ'g. Each atom has ρ'_ij = β_iᵀP'β_j, plus ∂_Xρ_ij if it is the one that moves. H' depends on P' and P' on H', so they are solved together.

**Q:** Does this reproduce the curvature of the energy? And your one-centre terms look different from ΔE''.

**A:** The response calculation gives E'' = 0.11461 hartree/bohr², and so does the second finite difference of self-consistent total energies. This value belongs to the basis of 29 plane waves; with 41 or more it is lower by about 3×10⁻⁶ hartree/bohr².

The one-centre terms do differ, because they are grouped differently. The sum of ΔE'' over both atoms is 2×0.00903 = 0.01806 hartree/bohr² and contains second-order orbitals through ρ''. In E'' they were eliminated before the second differentiation, and the one-centre part is

−0.00587 (from κ) + 0.00547 (from D¹) = −0.00040 hartree/bohr².

Neither number is "the" one-centre force constant. The sum of all terms is what has a physical meaning.

**Q:** With so small a remainder, could I drop κ?

**A:** Not consistently. Removing κ both from H' and from the final expression gives 0.114304 instead of 0.114607 hartree/bohr², an error of −0.00030, or −0.3% of the force constant. Removing only the explicit term Σ(κρ')_ij ∂_Xρ_ij from the final expression, with P', ṽ' and W' unchanged, would shift the result by +0.00587, about 5%. In this model the two uses of κ largely offset each other; nothing here shows that they do so elsewhere.

The numerical check confirms the force and the single-displacement second derivatives for the model; the mixed formula for X and Y was not tested. The independence from R rests on the substitution r = R+u, which works equally in three dimensions under the stated conditions.

Calculated quantities

```
MODEL INPUT
cell length 12.0 bohr, augmentation radius 1.2 bohr
atom positions A 4.1, B 7.3 bohr
electrons 4, ion charge 3.0 e each
interaction range sigma 1.0 bohr, strength 1 hartree
local-energy coefficient a 0.3 hartree bohr
plane waves 29, common-grid points 72
atom-centred mesh points 40
q_11 0.702683, q_22 0.153958 (dimensionless)
GROUND STATE
total energy 2.03112184 hartree
orbital energies 1 to 3 (hartree): -0.967099 -0.860848 -0.154950
atom A: rho_11 0.759687, rho_12 0.001186, rho_22 0.012316
atom A: one-centre correction 0.23804124 hartree
atom B: rho_11 0.759687, rho_12 -0.001186, rho_22 0.012316
atom B: one-centre correction 0.23804124 hartree
RIGID SHIFT OF ATOM A AT FIXED rho (hartree/bohr)
full   energy: density term 0.00088588, boundary term -0.00088588
full   energy: sum 6.4e-15
smooth energy: density term 0.00101250, boundary term -0.00101250
smooth energy: sum 2.6e-18
external potential c x^2/2, c = 0.1 hartree/bohr^2:
  density plus boundary term 0.79466981
  finite difference          0.79466981
RIPPLE OF LOCAL-ENERGY CORRECTION, MESH FIXED IN SPACE
spacing 0.4 bohr: ripple 1.41e-04 hartree
spacing 0.2 bohr: ripple 8.03e-06 hartree
spacing 0.1 bohr: ripple 4.85e-07 hartree
ONE-CENTRE ENERGIES WHEN ATOM A MOVES (relaxed orbitals)
atom A: first derivative 0.0057164, finite diff. 0.0057164 hartree/bohr
atom A: second derivative 0.009028, finite diff. 0.009028 hartree/bohr^2
atom B: first derivative 0.0057164, finite diff. 0.0057164 hartree/bohr
atom B: second derivative 0.009028, finite diff. 0.009028 hartree/bohr^2
TOTAL ENERGY DERIVATIVES FOR ATOM A
finite-difference step 0.01 bohr
force, analytic          0.01606207 hartree/bohr
force, finite difference 0.01606207 hartree/bohr
one-centre part of force -0.00460901 hartree/bohr
sum of forces on A and B 6.9e-16 hartree/bohr
force constant, response          0.1146070 hartree/bohr^2
force constant, finite difference 0.1146070 hartree/bohr^2
one-centre part from kappa -0.0058716 hartree/bohr^2
one-centre part from D1    0.0054716 hartree/bohr^2
force constant without kappa 0.1143041 hartree/bohr^2
```
